\section*{Brooks-Herring mobility of a nondegenerate electron gas, evaluated for silicon}

\section*{Question}

I am trying to derive the mobility of conduction electrons scattered by ionized donors. With the bare Coulomb potential my momentum-loss integral diverges at small angles. I know that screening should cure this, and that the answer is described as ``$T^{3/2}$ with a logarithm'', but three things stop me.

First, what fixes the argument of the logarithm? Second, the logarithm depends on the electron's energy, so how does it come out of the thermal average? Third, does the mobility really grow as $T^{3/2}$ if the logarithm also contains $T$? I would like to follow every factor and then get a number for silicon at 300 K with $10^{17}$ donors per cubic centimetre.

\section*{Answer}

\subsection*{Model and screening}

Take electrons of charge $-e$, isotropic mass $m$ and density $n$ in a medium of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. There are $N$ fixed donors per volume, each of charge $+e$, which scatter independently and elastically. The gas is nondegenerate, the field is weak, and phonons and electron-electron collisions are left out. I write $kT$ for the thermal energy; $k$ alone is a wave number.

Near a donor the electrostatic potential is $\phi$ and an electron has potential energy $-e\phi$. Boltzmann statistics give the density $n e^{e\phi/kT}$, so to first order the excess is $\delta n=ne\phi/kT$. The average electron charge is cancelled by the donor background. Poisson's equation for one donor is then
\begin{equation}
\nabla^2\phi=-\frac{e\,\delta(\mathbf r)-e\,\delta n}{\varepsilon}
\;\Rightarrow\;
(\nabla^2-\kappa^2)\phi=-\frac{e}{\varepsilon}\delta(\mathbf r),
\quad \kappa^2=\frac{e^2n}{\varepsilon kT}.
\end{equation}
A Fourier transform replaces $\nabla^2$ by $-q^2$, so $\phi_q=e/[\varepsilon(q^2+\kappa^2)]$. The potential energy is
\begin{equation}
V_q=-\frac{e^2}{\varepsilon(q^2+\kappa^2)},\qquad
V(r)=-\frac{e^2}{4\pi\varepsilon r}e^{-\kappa r}.
\end{equation}
The length $1/\kappa$ removes your divergence at small $q$.

\subsection*{Cross section}

In a volume $\mathcal V$, the golden rule gives the rate into a solid angle $d\Omega$. The final states number $\mathcal V k^2dk\,d\Omega/(2\pi)^3$, and $dk/dE=m/(\hbar^2k)$. Dividing by the incident flux $\hbar k/(m\mathcal V)$ gives
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{m\mathcal V}{\hbar k}\,
\frac{2\pi}{\hbar}\frac{|V_q|^2}{\mathcal V^2}\,
\frac{\mathcal V mk}{8\pi^3\hbar^2}
=\left(\frac{m|V_q|}{2\pi\hbar^2}\right)^2 .
\end{equation}
This is the first Born approximation. For scattering through $\theta$, elasticity gives $q^2=2k^2(1-\cos\theta)$.

\subsection*{Which angular average enters?}

Let the field $F$ point along $z$. Since $\hbar\dot k_z=-eF$ and $\partial f_0/\partial k_z=-\hbar v_zf_0/kT$, the steady Boltzmann equation to first order in $F$ is
\begin{equation}
\frac{eFv_z}{kT}f_0=Nv\int\frac{d\sigma}{d\Omega}
\,[f_1(\mathbf k')-f_1(\mathbf k)]\,d\Omega .
\end{equation}
The left side is proportional to $\cos\alpha$, where $\alpha$ is the angle between $\mathbf k$ and $z$, so try $f_1=A(E)\cos\alpha$. After scattering, $\cos\alpha'=\cos\alpha\cos\theta+\sin\alpha\sin\theta\cos\varphi$. The last term vanishes on integrating over $\varphi$. The right side is therefore $-f_1/\tau$, with
\begin{equation}
\frac1\tau=Nv\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int(1-\cos\theta)\frac{d\sigma}{d\Omega}d\Omega .
\end{equation}
A single small deflection counts little because it barely changes the momentum. Small deflections are so frequent, however, that together they can carry much of the momentum loss; their sum produces the logarithm below.

Put $u=1-\cos\theta$, so that $d\Omega\to2\pi\,du$ with $0\le u\le2$, and then $t=2k^2u/\kappa^2$:
\begin{align}
\sigma_{\rm tr}
&=2\pi\left(\frac{me^2}{2\pi\hbar^2\varepsilon}\right)^2
\int_0^2\frac{u\,du}{(2k^2u+\kappa^2)^2}\nonumber\\
&=\frac{m^2e^4}{2\pi\hbar^4\varepsilon^2}\,\frac1{4k^4}
\int_0^\beta\frac{t\,dt}{(1+t)^2},\qquad \beta=\frac{4k^2}{\kappa^2}.
\end{align}
Writing $t/(1+t)^2=1/(1+t)-1/(1+t)^2$, the integral is
\begin{equation}
L(\beta)=\ln(1+\beta)-\frac{\beta}{1+\beta}.
\end{equation}
This answers your first question: the argument compares the largest momentum transfer, $2k$, with $\kappa$. With $\hbar^4k^4=4m^2E^2$ and $v=\sqrt{2E/m}$,
\begin{equation}
\sigma_{\rm tr}=\frac{e^4L(\beta)}{32\pi\varepsilon^2E^2},\qquad
\tau=\frac1{Nv\sigma_{\rm tr}}
=\frac{16\sqrt2\,\pi\varepsilon^2\sqrt m\,E^{3/2}}{Ne^4L(\beta)}.
\end{equation}
Fast electrons are deflected less, which is the source of the $T^{3/2}$.

\subsection*{Thermal average}

The Boltzmann equation gives $f_1=-eF\tau v_zf_0/kT$. The current density is $-e$ times the sum of $v_zf_1$, namely $ne^2F\langle v_z^2\tau\rangle/kT$. Setting it equal to $ne\mu F$ gives $\mu=e\langle v^2\tau\rangle/(3kT)$.

With $x=E/kT$, $v^2=2xkT/m$, and the Maxwell distribution of $x$ is $(2/\sqrt\pi)\sqrt x\,e^{-x}$. Hence
\begin{equation}
\mu=\frac em\,\frac4{3\sqrt\pi}\int_0^\infty\tau(x)\,x^{3/2}e^{-x}dx .
\label{average}
\end{equation}
Since $\tau\propto x^{3/2}/L$, the integrand is $x^3e^{-x}/L$. The factor $x^3e^{-x}$ peaks at $x=3$, while $L$ varies slowly when $\beta$ is large. The approximation that answers your second question is to evaluate $L$ at $E=3kT$. There $k^2=6mkT/\hbar^2$, and $\beta$ becomes
\begin{equation}
b=\frac{24mkT}{\hbar^2\kappa^2}
=\frac{24m\varepsilon(kT)^2}{\hbar^2e^2n}.
\end{equation}
The remaining integral is $\int_0^\infty x^3e^{-x}dx=6$. The numerical factor is $16\sqrt2\,\pi\times 4\times6/(3\sqrt\pi)=128\sqrt{2\pi}$, so
\begin{equation}
\boxed{\mu=\frac{128\sqrt{2\pi}\,\varepsilon^2(kT)^{3/2}}
{e^3\sqrt m\,N\,[\ln(1+b)-b/(1+b)]}}
\end{equation}

\subsection*{Is it really $T^{3/2}$?}

The prefactor is, but the complete mobility is not. At fixed $n$ and $N$, $b\propto T^2$. Since $L'(b)=1/(1+b)-1/(1+b)^2=b/(1+b)^2$,
\begin{equation}
\frac{d\ln\mu}{d\ln T}=\frac32-\frac{2bL'(b)}{L(b)}
=\frac32-\frac{2b^2}{(1+b)^2L(b)} .
\end{equation}
For large $b$ this is about $3/2-2/(\ln b-1)$. It approaches $3/2$, but slowly: heating makes electrons faster, and it also weakens the screening, which lengthens the reach of each donor.

In the opposite limit, expanding to second order gives $L\simeq(b-b^2/2)-(b-b^2)=b^2/2$, and the formula would give $\mu\propto T^{3/2}/T^4=T^{-5/2}$. That law lies outside the model's range. To see why, define the donor Bohr radius $a=4\pi\varepsilon\hbar^2/(me^2)$ and $k_T^2=2mkT/\hbar^2$. Then $\kappa^2=8\pi n/(ak_T^2)$ and $b=12k_T^2/\kappa^2$.

For one valley, nondegeneracy means $n\ll2(mkT/2\pi\hbar^2)^{3/2}=k_T^3/(4\pi^{3/2})$, hence $\kappa^2\ll2k_T/(\sqrt\pi a)$. Combined with $b\ll1$, or $\kappa^2\gg12k_T^2$, this forces $k_Ta\ll1/(6\sqrt\pi)$ and so $(\kappa a)^2\ll1/(3\pi)$. But for slow electrons the Born amplitude is $2/(a\kappa^2)$, and it must be small compared with the range $1/\kappa$, which requires $\kappa a\gg2$. The conditions contradict each other. For the six-valley silicon of the next section the band holds about 8.3 times more states and the bound weakens to $(\kappa a)^2\ll7.4$; the conflict then has much less margin, but it returns once $b$ and the degeneracy ratio are both small (at 0.3 each, $(\kappa a)^2\simeq0.2$).

\subsection*{Silicon at 300 K}

I choose model inputs close to those of silicon, whose relative permittivity is about 12: $\varepsilon_r=11.7$ and six valleys with longitudinal and transverse masses $0.92$ and $0.19$ electron masses $m_e$. The formula has one isotropic mass, so a choice is needed. Averaging the inverse mass over directions, which governs the response to a field, gives the conductivity mass
\begin{equation}
m=\frac{3}{1/0.92+2/0.19}\,m_e=0.258\,m_e .
\end{equation}
Assume every donor is ionized and there are no acceptors, so $n=N=10^{23}\ \mathrm{m^{-3}}$. With $kT=25.85$ meV, the screening length is $1/\kappa=12.93$ nm and the wave number at $3kT$ is $0.7252\ \mathrm{nm^{-1}}$. Thus
\begin{align}
b&=4(0.7252\times12.93)^2\simeq352,\\
L&=5.865-0.997=4.868 .
\end{align}
The relaxation time at $3kT=1.243\times10^{-20}$ J is, in SI units,
\begin{align}
\tau_3&=\frac{71.09\,(1.036\times10^{-10})^2\,
\sqrt{2.353\times10^{-31}}\,(1.243\times10^{-20})^{3/2}}
{10^{23}\,(1.602\times10^{-19})^4\times4.868}\nonumber\\
&=1.60\times10^{-12}\ \mathrm s .
\end{align}
With $L$ frozen, $\tau=\tau_3(x/3)^{3/2}$, and Eq.~(\ref{average}) gives
\begin{align}
\mu&=\frac em\,\frac{8}{3^{3/2}\sqrt\pi}\,\tau_3
=(6.809\times10^{11})(0.8686)(1.598\times10^{-12})\nonumber\\
&\simeq0.945\ \mathrm{m^2/(V\,s)}=9450\ \mathrm{cm^2/(V\,s)} .
\end{align}

At this density the local exponent is $1.09$, well below $1.5$. Between 200 K and 400 K, with ionization held complete, the formula rises from 6162 to 13018 $\mathrm{cm^2/(V\,s)}$, a factor of 2.11; a pure $T^{3/2}$ law would give 2.83. Even at $10^{14}\ \mathrm{cm^{-3}}$ and 300 K the exponent is only 1.33.

\subsection*{How far to trust the number}

\textbf{The frozen logarithm.} Numerical integration of Eq.~(\ref{average}) with $L$ varying gives 9267 $\mathrm{cm^2/(V\,s)}$, so the closed formula is 2\% above the full average. Two effects compete. The weight $x^3e^{-x}$ has its mean at $x=4$, where $L$ is larger than at the peak; freezing $L$ there would lower the result by about 6\%. The low-energy side, where $1/L$ is large, offsets part of this. The sign is therefore not general: for $b$ below about 10 the closed formula falls below the full average.

\textbf{The Born approximation.} Here $a=2.40$ nm and $1/(ka)=0.58$ at $3kT$, which is not very small. One can instead solve the radial Schr\"odinger equation for the same $V(r)$ and find the phase shifts $\delta_l$. The scattering amplitude is $k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta)$. In the integral for $\sigma_{\rm tr}$, the relation $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$ couples neighbouring $l$, and the terms combine into
\begin{align}
\sigma_{\rm tr}&=\frac{4\pi}{k^2}\sum_l(l+1)
\left|e^{i\delta_l}\sin\delta_l-e^{i\delta_{l+1}}\sin\delta_{l+1}\right|^2
\nonumber\\
&=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\end{align}
Numerov integration gives a cross section 3\% below the Born value at $3kT$. Averaging over energy by eight-point Gauss-Laguerre quadrature gives 9610 $\mathrm{cm^2/(V\,s)}$, about 4\% above the full Born average. For this attractive potential, mass, density and temperature the Born error in the average comes out modest, because slow electrons carry little weight: the cross section is about 10\% below the Born value near $E=kT$ and about 20\% below it near $0.4\,kT$. Because $1/(ka)$ is not small, this should not be assumed under other conditions: at 1\% of the donor strength the partial-wave value lies slightly above the Born value (ratio about 1.001) and at full strength below it, so the deviation is not even of one sign.

\textbf{The mass.} The density-of-states mass, $(0.92\times0.19^2)^{1/3}m_e=0.321\,m_e$, gives 8110 $\mathrm{cm^2/(V\,s)}$ in the closed formula, 14\% lower. This shows the sensitivity to the choice of mass; it does not bound the error of replacing ellipsoidal valleys by a sphere.

\textbf{The electron gas.} The effective density of states of the six valleys is $N_c=12(m_dkT/2\pi\hbar^2)^{3/2}=2.74\times10^{19}\ \mathrm{cm^{-3}}$, where $m_d$ is the density-of-states mass. So $n/N_c=0.0036$, and Boltzmann statistics are good. Smooth, linear screening is less secure: a sphere of radius $1/\kappa$ holds on average $(4\pi/3)(12.93\ \mathrm{nm})^3n\simeq0.9$ electrons. The damage is softened by the logarithm. Changing $\kappa^2$ by a factor of two would shift $L$ by about $\ln2=0.69$, or 14\% of its value. The linearization $\delta n=ne\phi/kT$ also fails within about 3.6 nm of a donor, where $e\phi$ exceeds $kT$; that effect is not estimated here. The spacing scale of the donors, $N^{-1/3}=21.5$ nm, is also less than two screening lengths, and randomly placed donors often have a neighbour closer than that, so their independence is an assumption.

\textbf{Ionization.} Treat a donor as one level at depth $E_d$, which can hold one electron of either spin. If $\zeta$ is the chemical potential measured from the band edge, the ratio of neutral to ionized donors is $2e^{(\zeta+E_d)/kT}$. Since $n=N_ce^{\zeta/kT}$, an ionized fraction $p=n/N$ obeys
\begin{equation}
\frac{1-p}{p}=\frac{2pN}{N_c}e^{E_d/kT}.
\end{equation}
For a rough depth of 45 meV this gives $p=0.96$. At 200 K the same estimate gives 0.86. Real donors in silicon have further bound levels: counting the valley-orbit-split 1s states of phosphorus (one near 46 meV, three near 34 meV, two near 33 meV) gives $p\simeq0.87$ at 300 K and about 0.7 at 200 K, while screening, which makes the levels shallower, works the other way. Complete ionization is thus good to roughly ten per cent at 300 K and poor at 200 K, so the temperature comparison above describes the formula, not silicon.

The model therefore gives an impurity-limited mobility of roughly $9\times10^3\ \mathrm{cm^2/(V\,s)}$. It should not be read as the mobility of a real sample, which at this doping and temperature is roughly 700 to 800 $\mathrm{cm^2/(V\,s)}$. Phonon scattering is absent here, as are electron-electron collisions and the valley anisotropy. Phonons alone do not close the gap: adding the inverse of a lattice-limited mobility of about 1400 $\mathrm{cm^2/(V\,s)}$ to that of the impurity value gives about 1200, and adding the rates energy by energy gives roughly 1000 to 1100. This calculation cannot say how the difference is shared among them and the other approximations.
